Four electromagnetic form factors without parity, and the contact anapole

**A loop that feels nothing**

A circular wire of radius 1.5b carries a current I. Near it sits a small source with a Gaussian profile of width b. When the wire passes through the centre of the source, their interaction energy is −0.1264 aI/b², where a is the strength of the source. Here the source vector points along the current at the nearest point of the wire. When the centre of the loop is moved directly away, within the loop's own plane, to a distance 8b, the energy falls to −4.5×10⁻¹¹ aI/b². A magnetic dipole μ with the same profile at the same place, normal to the plane of the distant loop and parallel to the loop's own magnetic moment, still has the energy 0.00114 μI/b.

The first source is an anapole. Two things need explaining: why its energy disappears with the overlap, and where such a source fits among the electromagnetic properties of a spin-1/2 particle.

Units are ħ = c = 1 and Heaviside–Lorentz.

**1. The simple case: a static source**

Let g(x) be a profile with ∫g d³x = 1, and let a be a constant vector. The anapole current is

J_a = ∇×∇×(a g) = ∇(∇·(a g)) − ∇²(a g).

In Coulomb gauge its vector potential obeys −∇²A = J_a. Try A = a g + ∇χ. Then

−∇²A = −∇²(a g) − ∇(∇²χ),

which equals J_a if −∇²χ = ∇·(a g). The same condition gives ∇·A = ∇·(a g) + ∇²χ = 0, as the gauge requires. Outside the profile A is a pure gradient, so there is no magnetic field there.

For prescribed currents the interaction term in the Hamiltonian is U = −∫J_ext·A d³x. The gradient contributes

−∫J_ext·∇χ d³x = ∫χ ∇·J_ext d³x = 0

for a localized, steady, conserved current. What remains is

U = −∫ g a·J_ext d³x.  (1)

The energy is the overlap of the external current with the source. For g → δ³(x) it becomes −a·J_ext(0), a contact interaction.

Now apply (1) to the loop through the centre, with a tangent to the wire there. At angle t along the loop, r² = 2R²(1 − cos t) and a·dl = aR cos t dt. With g = (2πb²)^(−3/2) exp(−r²/2b²) and x = R²/b²,

U = −aI (2πb²)^(−3/2) R e^(−x) ∫₀^{2π} cos t e^(x cos t) dt
= −aI R e^(−x) I₁(x) / (√(2π) b³),

because the integral is 2πI₁(x), with I₁ the modified Bessel function. For R = 1.5b, x = 2.25, this is the opening value −0.1264 aI/b². As a limit, let R → ∞: then e^(−x)I₁(x) → 1/√(2πx) = b/(√(2π)R), and U → −aI/(2πb²), the result for a straight wire through the centre.

For the distant loop the nearest point of the wire is 8b − 1.5b = 6.5b away, and the profile there carries the factor exp(−6.5²/2). This is why the energy is so small. The dipole instead feels the loop's field. At leading order in R/L, with L the distance between centres, the loop is a point dipole of moment IπR². In its own plane the field is opposite to that moment and has magnitude IπR²/(4πL³) = IR²/(4L³). For μ parallel to the loop's moment, −μ·B is then +0.0011 μI/b for these lengths. It falls as a power of distance.

The full photon-exchange integral was tested against the overlap (1) to within 10⁻⁷ aI/b² in both positions. For the distant loop this tolerance only bounds the energy, although both calculations print −4.5×10⁻¹¹ aI/b². It was also tested against the Biot–Savart field for the distant dipole.

**2. Generalization: what a spin-1/2 particle may have**

Take a particle of mass m, the same before and after, and a Hermitian conserved current J^μ, measured in units of e. The metric is (+,−,−,−) and q = p′ − p. Translation invariance gives

⟨p′s′|J^μ(x)|ps⟩ = e^(iq·x) M^μ,  M^μ = ⟨p′s′|J^μ(0)|ps⟩.

Hence ∂_μJ^μ = 0 means q_μM^μ = 0.

The vector p + p′ is timelike, so there is a frame where its spatial part vanishes. In this Breit frame the three-momenta are −k/2 before and +k/2 after. The energies are equal, and

q = (0, k),  q² = −k²,  E² = m² + k²/4.

The numerical output writes the three-vector k as q.

Let the spin states be obtained from rest by boosts without rotation. Both spins then turn in the same way under a rotation, and M⁰ and the three components M^i are 2×2 matrices built from 1, the Pauli matrices σ and the vector k. Each 2×2 matrix is a number plus a combination of σ.

- In M⁰ the number depends on k² alone, and σ must be contracted with a vector. The vectors left unchanged by rotations about k lie along k. This gives 1 and σ·k.
- In M^i the number must multiply k^i. The coefficient of σ^j is a tensor unchanged by rotations about k, so it is built from δ_ij, k_ik_j and ε_ijl k_l. This gives k^i, σ^i, k^i σ·k and (σ×k)^i.

That makes six functions of k². Parity would have removed some of them, but it was not used. Now write

M^i = c k^i + t σ^i + v k^i σ·k + w (σ×k)^i.

Since q⁰ = 0, conservation reads k·M = 0:

c k² + (t + v k²) σ·k = 0.

The cross product drops out. As 1 and σ·k are independent, c = 0 and v = −t/k². The terms t and v merge into t σ⊥, where

σ⊥ = σ − k (σ·k)/k².

Four structures survive: 1 and σ·k in M⁰, and σ×k and σ⊥ in M^i. The counts six and four were also tested by finding the ranks of the rotation and conservation conditions as linear equations.

**3. The covariant vertex**

Consider M^μ = ū(p′)Γ^μu(p) with

Γ^μ = F1 γ^μ + F2 iσ^{μν}q_ν/2m − F3 σ^{μν}γ5 q_ν/2m + F_A (q̸q^μ − q²γ^μ)γ5,  (2)

where σ^{μν} = (i/2)[γ^μ,γ^ν] and the F's are functions of q². It has to be shown that (2) reproduces the four structures with independent coefficients.

Use the Dirac representation, where γ5 has unit off-diagonal blocks, and ūu = 2m for equal momenta. Put N = E + m and s = σ·k, so that s² = k² = 4(E − m)N. The spinors, as columns of 2×2 blocks, are

u = √N (1, −s/2N),  u′ = √N (1, +s/2N).

For a matrix X with upper blocks A, B and lower blocks C, D, multiplication gives

u′†Xu = N A − ½B s + ½s C − s D s/(4N).  (3)

Since ū′ = u′†γ⁰, each term needs X = γ⁰Γ^μ. Two facts are used repeatedly: k²/(4N) = E − m, and s anticommutes with every component of σ perpendicular to k.

Charge term, γ^μ:
- μ = 0: X = 1, giving N − k²/(4N) = 2m.
- μ = i: B = C = σ^i, giving ½[s,σ^i] = i(σ×k)^i.

Magnetic term, iσ^{μν}q_ν. The lower components are q_0 = 0 and q_j = −k^j.
- μ = 0: σ^{0j} = iγ⁰γ^j, so iσ^{0ν}q_ν = γ⁰γ·k and X = γ·k. Its blocks are B = s, C = −s, giving −½s² − ½s² = −k².
- μ = i: σ^{ij} = ε_ijl Σ^l, where Σ has σ in both diagonal blocks. So iσ^{iν}q_ν = i(Σ×k)^i, and A = i(σ×k)^i = −D. The components of σ×k involve only σ perpendicular to k, so s(σ×k)s = −k²(σ×k). The result is i(σ×k)^i [N − k²/(4N)] = 2m i(σ×k)^i.

Electric dipole term, −σ^{μν}γ5q_ν:
- μ = 0: this is iγ⁰γ·kγ5, so X = iγ·kγ5 with A = is, D = −is. The result is is[N + k²/(4N)] = 2iEs.
- μ = i: X = −γ⁰(Σ×k)^iγ5 has B = −(σ×k)^i and C = +(σ×k)^i. The result is ½[(σ×k)^i s + s(σ×k)^i] = 0.

Anapole term, using q̸ = −γ·k and q² = −k²:
- μ = 0: X = k²γ5, giving k²(−½s + ½s) = 0.
- μ = i: γ⁰γ^iγ5 = Σ^i, so X = k²Σ^i − k^i Σ·k, and A = D = k²σ⊥^i. With sσ⊥s = −k²σ⊥, the result is k²σ⊥^i[N + k²/(4N)] = 2Ek²σ⊥^i.

Restoring the factors 1/2m and writing τ = k²/4m²,

M⁰ = 2m(F1 − τF2) + i(E/m)F3 σ·k,
M^i = i(F1 + F2)(σ×k)^i + 2E F_A k² σ⊥^i.  (4)

For k ≠ 0 this can be inverted. If G_E = F1 − τF2 and G_M = F1 + F2, subtraction gives

F2 = (G_M − G_E)/(1 + τ),  F1 = G_M − F2,

while F3 and F_A each stand alone. So (2) covers every allowed matrix element in the Breit frame, with no redundancy. Both sides transform alike under boosts, so the equality holds in all frames.

Numbers make the inversion concrete. These are round model values, not those of a known particle: m = 1 GeV, |k| = 1.5 GeV, F1 = 1, F2 = 0.5, F3 = 0.2, F_A = 0.3 GeV⁻². Then E = 1.25 GeV and τ = 0.5625.

- G_E = 1 − 0.5625×0.5 = 0.71875, so the coefficient of 1 is 2mG_E = 1.4375 GeV.
- G_M = 1.5 is the coefficient of iσ×k.
- The coefficient of iσ·k is 1.25×0.2 = 0.25.
- The coefficient of σ⊥ is 2×1.25×2.25×0.3 = 1.6875 GeV.

Going back, F2 = (1.5 − 0.71875)/1.5625 = 0.5. Traces of the spin matrices return all four inputs.

Hermiticity of the current exchanges the two states, so M(k)† = M(−k). The structures 1, iσ·k, iσ×k and σ⊥ all satisfy this with real coefficients. The four form factors are therefore real for spacelike q.

**4. The limit k → 0**

The matrix σ⊥ has no limit at k = 0: its value depends on the direction from which k arrives. If M^i has a power series in k, its coefficient t(k²) must start at order k², so that t k_ik_j/k² is also a power series. Then F_A = t/(2Ek²) is finite at k = 0. This regularity is an assumption. It fails if a massless particle produces a pole in the vertex.

The same point can be seen from the bare axial vertex. The Dirac equation gives

q_μ ū′γ^μγ5u = ū′p̸′γ5u + ū′γ5p̸u = 2m ū′γ5u,

which is not zero. Subtracting q̸q^μγ5/q² restores conservation, at the price of a pole at q² = 0. Multiplication by −q² removes the pole and produces the anapole term in (2).

Now divide (4) by the normalization 2m and keep the leading order in k/m for each moment. The phase e^(iq·x) is e^(−ik·x) at equal energies, so −ik becomes ∇ in position space. The terms turn into static sources:

- F1 gives the charge density F1(0) δ³(x).
- i k·d gives −d·∇δ³(x), with electric dipole d = F3(0)σ/2m.
- iμ×k = −ik×μ gives ∇×(μδ³(x)), with magnetic moment μ = [F1(0) + F2(0)]σ/2m.
- F_A k²σ⊥ = −k×(k×a) gives ∇×∇×(aδ³(x)), with a = F_A(0)σ.

All are in units of e. The last is the source of section 1 with a point profile, now with its vector tied to the spin.

**5. Which symmetry removes which term**

Parity sends k to −k and reverses the spatial current, but leaves spin alone. It demands M⁰(k) = M⁰(−k) and M^i(k) = −M^i(−k). The terms 1 and iσ×k pass; iσ·k and σ⊥ fail.

Time reversal is antiunitary. It exchanges initial and final states and reverses momenta and spins. The two changes of momentum together leave k as it was. On spin matrices the map is M → σ₂Mᵀσ₂, which keeps 1 and reverses σ. The spatial current also changes sign. So 1, iσ×k and σ⊥ pass, while iσ·k fails. The electric dipole violates both P and T; the anapole violates P but respects T.

A Majorana particle is its own antiparticle, so CPT maps its states onto themselves. CPT keeps momenta, reverses spins, changes J^μ to −J^μ and, being antiunitary, exchanges the initial and final states. The exchange now turns k into −k:

M^μ(k) = −σ₂ [M^μ(−k)]ᵀ σ₂.

The number 1 changes sign under the right-hand side. In iσ·k and iσ×k, the sign from k and the sign from σ cancel, and the overall minus remains. These three terms must vanish. In σ⊥, which is even in k, the sign from σ cancels the overall minus. Given CPT, a Majorana neutrino can therefore have an anapole form factor but no charge, magnetic or electric dipole form factor. This concerns matrix elements between states of the same neutrino; transitions between different neutrinos are outside this argument.

**6. Contact coupling in relativistic scattering**

Let the particle exchange one photon with an external current j^μ that obeys q·j = 0. Apart from e² and a phase, the amplitude is M^μj_μ/q². Gauge-dependent parts of the propagator contain q^μ and vanish. For the anapole term,

F_A [ū′q̸γ5u (q·j) − q² ū′γ^μγ5u j_μ]/q² = −F_A ū′γ^μγ5u j_μ.  (5)

The photon pole is cancelled. If the current were not conserved, the remainder 2mF_A ū′γ5u (q·j)/q² would survive, so conservation on the external side is essential.

The static limit checks the sign. For two charges the amplitude is proportional to 1/q² = −1/k², while their potential is +1/k² in momentum space. The potential is thus minus the amplitude, divided by the normalizations. At rest ū′γ^iγ5u → 2mσ^i, and j_i = −j^i, so (5) becomes +2mF_A σ·j. The potential is −F_A σ·j = −a·j, in agreement with (1).

For a finite-angle comparison, scatter the model particle from a charged fermion of mass 2 GeV, with centre-of-mass momentum 0.5 GeV. F1 and F_A are held constant. The amplitudes below are square roots of sums over all spins, without e².

- At 5°, q² = −0.0019 GeV²: charge 10738, anapole 3.81.
- At 60°, q² = −0.25 GeV²: charge 77.8, anapole 3.42.

From 60° to 5° the charge amplitude grows by a factor 138. The factor 1/q² supplies 0.25/0.001903 ≈ 131 of this, and the spinor numerators supply the remaining factor of about 1.05. The anapole amplitude changes by a factor 1.12. By (5) this change comes from the spinors alone, since no 1/q² is left.

**7. How pointlike is the contact?**

A constant F_A gives a point interaction. If F_A depends on q², the static profile is the Fourier transform of F_A(−k²)/F_A(0). This uses the static limit of section 4, k ≪ m, where the factor E/m left after dividing (4) by 2m is close to 1; at k = 1.5m it is already 1.25. The Gaussian source at the start corresponds to exp(−k²b²/2). A second case is

F_A(q²) = F_A(0) Λ²/(Λ² − q²),

whose profile is

g(r) = Λ² e^(−Λr)/(4πr).

An external current is then felt within a range of about 1/Λ. For Λ → ∞ the profile shrinks to δ³(x). For Λ → 0 with F_A(0)Λ² held fixed, g itself goes to zero at every fixed r, but the product F_A(0)g, which sets the interaction, tends to the long-range tail F_A(0)Λ²/(4πr), and F_A(q²) acquires the massless pole excluded in section 4. The contact property thus rests on three conditions: one-photon exchange, a conserved external current, and a vertex without massless singularities. With a finite Λ, contact means overlap with the particle's own extended profile, as it did for the wire.

Computed values

```
Amplitudes allowed by rotational covariance: 6
Amplitudes left by current conservation: 4
Rank of the four covariant terms: 4
Rank of ten candidate structures before conservation: 6
Mass m = 1.00 GeV
Breit momentum |q| = 1.50 GeV, q vector = [0.5 1.  1. ] GeV
Breit energy E = 1.2500 GeV
tau = |q|^2/4m^2 = 0.5625
Input F1, F2, F3 (no unit), FA (GeV^-2): [1.  0.5 0.2 0.3]
F1 - tau F2 from trace = 0.71875
F1 + F2 from trace = 1.50000
Recovered F1, F2, F3, FA: [1.  0.5 0.2 0.3]
Coefficient of 1 in M^0 = 1.43750 GeV
Coefficient of i sigma.q in M^0 = 0.25000
Coefficient of i sigma x q in M = 1.50000
Coefficient of sigma_perp in M = 1.68750 GeV
Signs under P, T and the Majorana CPT condition:
  charge: P +1, T +1, Majorana -1
  magnetic: P +1, T +1, Majorana -1
  electric dipole: P -1, T -1, Majorana -1
  anapole: P -1, T +1, Majorana +1
Scattering: external mass = 2.0 GeV, CM momentum = 0.5 GeV
Amplitudes: root of sum over all spins of |M.j/q^2|^2, no e^2, no unit
  angle 5 deg: q^2 = -0.001903 GeV^2
    charge amplitude = 10738.4696, anapole amplitude = 3.81259
  angle 60 deg: q^2 = -0.250000 GeV^2
    charge amplitude = 77.7501, anapole amplitude = 3.41812
Charge amplitude ratio, small to large angle = 138.12
Anapole amplitude ratio, small to large angle = 1.1154
Loop radius = 1.5 b (b = width of Gaussian profile)
Loop centre distances = 1.5 b and 8.0 b
Anapole energies in units a I/b^2, dipole energies in units mu I/b
  loop through source: anapole, photon exchange = -0.1263949
  loop through source: anapole, local overlap = -0.1263949
  far loop: anapole, photon exchange = -4.5e-11
  far loop: anapole, local overlap = -4.5e-11
  far loop: magnetic dipole, photon exchange = 0.0011437
  far loop: magnetic dipole, Biot-Savart = 0.0011437
```
